# Is the axial anomaly purely an ultraviolet artefact?: a numerical check

```python
"""Axial anomaly from the two-fermion cut of the axial-vector-photon-photon triangle.

Result under test: for two real photons the axial form factor is
    F(q2) = - integral rho(s) ds / (s - q2),   rho(s) = 2 m^2 L / s^2,  s > 4 m^2,
with L = ln((1+beta)/(1-beta)), beta = sqrt(1 - 4 m^2/s). The area of rho is 1 for
every fermion mass m, so rho -> delta(s) and F -> 1/q2 as m -> 0.
Normalization: i <2 photons| j5^mu |0> = q^mu F (e^2 / 2 pi^2) * (E.B matrix element).
For a massless fermion and one photon of virtuality k1^2 = -Q2 the density is
Q2/(s+Q2)^2: same area, but no pole in F at q2 = 0.
Units: hbar = c = 1, energies in GeV; P2 = -q2 is a spacelike momentum squared.
"""
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

# Dirac matrices and Minkowski algebra, metric (+,-,-,-)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma = np.array([np.kron(np.diag([1, -1]), np.eye(2)).astype(complex)]
                 + [np.kron(np.array([[0, 1], [-1, 0]]), sig) for sig in pauli])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = np.array([1.0, -1.0, -1.0, -1.0])
unit4 = np.eye(4)


def dot(a, b):
    return np.sum(a * b * metric, axis=-1)


def slash(a):
    return np.einsum('...m,mij->...ij', a * metric, gamma)


def photon_momenta(s, Q2):
    """Rest frame of q = k1 + k2, with k1^2 = -Q2 and k2^2 = 0."""
    root = np.sqrt(s)
    k = (s + Q2) / (2 * root)
    return np.array([root - k, 0, 0, k]), np.array([k, 0, 0, -k])


pol_x = np.array([0.0, 1.0, 0.0, 0.0])
pol_y = np.array([0.0, 0.0, 1.0, 0.0])


def epsilon_symbol(k1, e1, k2, e2):
    """epsilon^{abcd} with epsilon^{0123}=+1, contracted with lower components."""
    return np.linalg.det(np.array([k1, e1, k2, e2]) * metric)


def cut_current(s, m, Q2=0.0, e1=pol_x, e2=pol_y, n_polar=100):
    """Absorptive part of <2 photons|j5^mu|0> / e^2 by phase-space integration."""
    k1, k2 = photon_momenta(s, Q2)
    beta = np.sqrt(1 - 4 * m * m / s)
    x, w = np.polynomial.legendre.leggauss(n_polar)
    if m > 0:   # rapidity variable resolves the near-collinear regions
        eta_max = np.arctanh(beta)
        cosine = np.tanh(eta_max * x) / beta
        w = w * eta_max / (np.cosh(eta_max * x) ** 2 * beta)
    else:
        cosine = x
    phi = 2 * np.pi * np.arange(6) / 6
    c, f = np.meshgrid(cosine, phi, indexing='ij')
    weight = np.repeat(w[:, None] / 2, 6, axis=1) / 6
    sine = np.sqrt(np.maximum(0.0, 1 - c * c))
    half = np.sqrt(s) / 2
    p = half * np.stack([np.ones_like(c), beta * sine * np.cos(f),
                         beta * sine * np.sin(f), beta * c], axis=-1)
    p_anti = k1 + k2 - p
    s1, s2 = slash(e1), slash(e2)
    d1 = dot(p - k1, p - k1) - m * m
    d2 = dot(p - k2, p - k2) - m * m
    annihilate = (s2 @ (slash(p - k1) + m * unit4) @ s1 / d1[..., None, None]
                  + s1 @ (slash(p - k2) + m * unit4) @ s2 / d2[..., None, None])
    chain = (slash(p_anti) - m * unit4) @ annihilate @ (slash(p) + m * unit4)
    traces = np.array([np.einsum('abij,ji->ab', chain, g @ gamma5) for g in gamma])
    average = np.sum(traces * weight, axis=(1, 2))
    return -beta / (16 * np.pi) * average


def density_from_cut(s, m, Q2=0.0):
    k1, k2 = photon_momenta(s, Q2)
    norm = dot(k1, k2) * epsilon_symbol(k1, pol_x, k2, pol_y) / (2 * np.pi ** 2)
    value = -1j * dot(k2, cut_current(s, m, Q2)) / norm / np.pi
    assert abs(value.imag) < 1e-9 * (1 + abs(value))
    return value.real


# Derived formulas
def log_factor(s, m):
    return 2 * np.arccosh(np.sqrt(s) / (2 * m))


def density(s, m):
    return 2 * m * m * log_factor(s, m) / s ** 2


def weight_below(s, m):
    if s <= 4 * m * m:
        return 0.0
    return np.sqrt(1 - 4 * m * m / s) - 2 * m * m * log_factor(s, m) / s


def q2F_closed(P2, m):
    b = np.sqrt(1 + 4 * m * m / P2)
    # (b+1)/(b-1) written without cancellation
    return 1 - m * m / P2 * np.log((b + 1) ** 2 * P2 / (4 * m * m)) ** 2


# Numerical integrals
def spectral_integral(function, m, s_max=None):
    """integral of density*function, with s = 4 m^2 cosh^2(eta)."""
    top = 30.0 if s_max is None else np.arccosh(np.sqrt(s_max) / (2 * m))

    def integrand(eta):
        s = 4 * m * m * np.cosh(eta) ** 2
        return density(s, m) * function(s) * 4 * m * m * np.sinh(2 * eta)
    return quad(integrand, 0, top, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def q2F_dispersive(P2, m):
    return spectral_integral(lambda s: P2 / (s + P2), m)


def mass_term_loop(P2, m):
    """Pseudoscalar triangle G from its two Feynman parameters."""
    return dblquad(lambda y, x: 2 * m * m / (m * m + x * y * P2), 0, 1,
                   0, lambda x: 1 - x, epsabs=1e-11, epsrel=1e-11)[0]


def virtual_integral(function, Q2):
    def integrand(u):
        s = np.exp(u)
        return s * Q2 / (s + Q2) ** 2 * function(s)
    return quad(integrand, -40, 40, points=[-10, 0, 10], epsabs=1e-13,
                epsrel=1e-11, limit=400)[0]


# The epsilon symbol is the two-photon matrix element of E.B
def electric_magnetic(k, e):
    kl, el = k * metric, e * metric
    F = 1j * (np.outer(kl, el) - np.outer(el, kl))
    return F[0, 1:], -np.array([F[2, 3], F[3, 1], F[1, 2]])


k1, k2 = photon_momenta(3.0, 0.0)
E1, B1 = electric_magnetic(k1, pol_x)
E2, B2 = electric_magnetic(k2, pol_y)
assert abs(E1 @ B2 + E2 @ B1 - epsilon_symbol(k1, pol_x, k2, pol_y)) < 1e-12

# Cut: vector conservation, direction along q, density, and silence at m = 0
current = cut_current(10.0, 1.0)
assert np.max(abs(current[1:])) < 1e-10 * abs(current[0])
assert np.max(abs(cut_current(10.0, 1.0, e1=k1 * 0 + photon_momenta(10.0, 0.0)[0]))) < 1e-10
for s_test in (4.5, 10.0, 200.0):
    assert abs(density_from_cut(s_test, 1.0) / density(s_test, 1.0) - 1) < 1e-8
massless_cut = abs(cut_current(10.0, 0.0)[0])
assert massless_cut < 1e-9

# Area directly from Dirac traces, with beta = 1 - t^2
t, wt = np.polynomial.legendre.leggauss(30)
t, wt = (t + 1) / 2, wt / 2
area_cut = 0.0
for ti, wi in zip(t, wt):
    b = 1 - ti * ti
    s_i = 4 / (1 - b * b)
    area_cut += wi * 2 * ti * density_from_cut(s_i, 1.0) * 8 * b / (1 - b * b) ** 2
assert abs(area_cut - 1) < 1e-4   # limited by the logarithmic endpoint

masses = (1.0, 0.1, 0.01, 0.001)
P2 = 1.0
for m in masses:
    assert abs(spectral_integral(lambda s: 1.0, m) - 1) < 1e-9
    assert abs(q2F_dispersive(P2, m) - q2F_closed(P2, m)) < 1e-8
assert abs(spectral_integral(lambda s: 1.0, 0.1, 1.0) - weight_below(1.0, 0.1)) < 1e-9

# Divergence: area minus the independently computed pseudoscalar loop
for m in (1.0, 0.3):
    assert abs(1 - mass_term_loop(P2, m) - q2F_dispersive(P2, m)) < 1e-7

# Light and heavy limits
light_estimate = 1e-6 * np.log(1e6) ** 2
assert abs((1 - q2F_dispersive(P2, 1e-3)) / light_estimate - 1) < 1e-3
M_reg = 100.0
G_reg = mass_term_loop(P2, M_reg)
assert abs(G_reg - 1) < 1e-5
assert abs(q2F_dispersive(P2, 10.0) * 12 * 100 - 1) < 1e-2
# Far above the regulator mass the regulated form factor loses its 1/q2 tail
P2_far = 1e12
regulated_far = q2F_dispersive(P2_far, 0.1) - q2F_dispersive(P2_far, M_reg)
assert abs(regulated_far) < 1e-4

# One virtual photon, massless fermion
Q2 = 1.0
for s_test in (0.2, 1.0, 7.0):
    assert abs(density_from_cut(s_test, 0.0, Q2) * (s_test + Q2) ** 2 / Q2 - 1) < 1e-8
area_virtual = virtual_integral(lambda s: 1.0, Q2)
assert abs(area_virtual - 1) < 1e-9
virtual_rows = [(x, virtual_integral(lambda s: x / (s + x), Q2))
                for x in (100.0, 1.0, 1e-2, 1e-4)]
x, value = virtual_rows[-1]
assert abs(value / (x / Q2 * (np.log(Q2 / x) - 1)) - 1) < 1e-2
narrow = virtual_integral(lambda s: 1 / (s + 1.0), 1e-6)
assert abs(narrow - 1) < 1e-4

# Worked example
print(f"fine-structure constant alpha = {fine_structure:.8f}")
print(f"anomaly coefficient e^2/(2 pi^2) = 2 alpha/pi = {2*fine_structure/np.pi:.6e}")
m, s = 0.1, 0.1
print(f"sample cut: m = {m} GeV, s = {s} GeV^2")
print(f"  beta = {np.sqrt(1-4*m*m/s):.6f}, L = {log_factor(s, m):.6f}")
print(f"  density from Dirac traces = {density_from_cut(s, m):.6f} GeV^-2")
print(f"  density from formula      = {density(s, m):.6f} GeV^-2")
print(f"area of density from Dirac traces = {area_cut:.6f}")
print(f"massless cut at s = 10 GeV^2, real photons: below 1e-9 is {massless_cut < 1e-9}")
for fraction in (0.5, 0.9, 0.99):
    root = brentq(lambda r: weight_below(r, 1.0) - fraction, 4.0, 1e6)
    print(f"s containing {100*fraction:.0f} percent of the area = {root:.4f} m^2")
print(f"spacelike point P2 = -q2 = {P2} GeV^2")
for m in masses:
    rho_one = density(1.0, m) if 4 * m * m < 1 else 0.0
    print(f"m = {m} GeV: threshold 4m^2 = {4*m*m:.3e} GeV^2")
    print(f"  area = {spectral_integral(lambda s: 1.0, m):.8f}, "
          f"area below 1 GeV^2 = {weight_below(1.0, m):.8f}")
    print(f"  density at 1 GeV^2 = {rho_one:.6e} GeV^-2")
    print(f"  q2*F = {q2F_dispersive(P2, m):.8f}, mass term G = {1-q2F_closed(P2, m):.8f}")
print(f"light-mass estimate of G at m = 0.001 GeV = {light_estimate:.6e}")
print(f"regulator M = {M_reg} GeV: loop mass term G = {G_reg:.9f}")
print(f"  1 - G = {1-G_reg:.4e}, P2/(12 M^2) = {P2/(12*M_reg**2):.4e}")
print(f"  regulated q2*F (m = 0.1 GeV) at P2 = {P2_far:.0e} GeV^2: {regulated_far:.3e}")
print(f"one virtual photon, Q2 = {Q2} GeV^2, m = 0: area = {area_virtual:.8f}")
for x, value in virtual_rows:
    print(f"  P2 = {x:.0e} GeV^2: q2*F = {value:.6e}")
print(f"Q2 = 1e-6 GeV^2, m = 0, P2 = 1 GeV^2: q2*F = {narrow:.8f}")
print("every check passed")
```

Output:

```
fine-structure constant alpha = 0.00729735
anomaly coefficient e^2/(2 pi^2) = 2 alpha/pi = 4.645639e-03
sample cut: m = 0.1 GeV, s = 0.1 GeV^2
  beta = 0.774597, L = 2.063437
  density from Dirac traces = 4.126874 GeV^-2
  density from formula      = 4.126874 GeV^-2
area of density from Dirac traces = 1.000001
massless cut at s = 10 GeV^2, real photons: below 1e-9 is True
s containing 50 percent of the area = 14.3560 m^2
s containing 90 percent of the area = 114.6642 m^2
s containing 99 percent of the area = 1685.8912 m^2
spacelike point P2 = -q2 = 1.0 GeV^2
m = 1.0 GeV: threshold 4m^2 = 4.000e+00 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.00000000
  density at 1 GeV^2 = 0.000000e+00 GeV^-2
  q2*F = 0.07374072, mass term G = 0.92625928
m = 0.1 GeV: threshold 4m^2 = 4.000e-02 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.88809863
  density at 1 GeV^2 = 9.169727e-02 GeV^-2
  q2*F = 0.78610516, mass term G = 0.21389484
m = 0.01 GeV: threshold 4m^2 = 4.000e-04 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.99795795
  density at 1 GeV^2 = 1.842028e-03 GeV^-2
  q2*F = 0.99151659, mass term G = 0.00848341
m = 0.001 GeV: threshold 4m^2 = 4.000e-06 GeV^2
  area = 1.00000000, area below 1 GeV^2 = 0.99997037
  density at 1 GeV^2 = 2.763102e-05 GeV^-2
  q2*F = 0.99980913, mass term G = 0.00019087
light-mass estimate of G at m = 0.001 GeV = 1.908683e-04
regulator M = 100.0 GeV: loop mass term G = 0.999991667
  1 - G = 8.3332e-06, P2/(12 M^2) = 8.3333e-06
  regulated q2*F (m = 0.1 GeV) at P2 = 1e+12 GeV^2: 3.393e-06
one virtual photon, Q2 = 1.0 GeV^2, m = 0: area = 1.00000000
  P2 = 1e+02 GeV^2: q2*F = 9.631143e-01
  P2 = 1e+00 GeV^2: q2*F = 5.000000e-01
  P2 = 1e-02 GeV^2: q2*F = 3.688573e-02
  P2 = 1e-04 GeV^2: q2*F = 8.212083e-04
Q2 = 1e-6 GeV^2, m = 0, P2 = 1 GeV^2: q2*F = 0.99998718
every check passed
```
